# Closest approach of 100 keV boron to silicon, and point nuclei: test program

```python
# Result under test: in a head-on 100 keV B-11 / Si-28 encounter the nuclei
# turn back at a distance r_min more than 100 times the sum of their radii,
# and replacing them by point charges changes the repulsion negligibly.
# Symbols: E_lab laboratory energy, E_cm energy of relative motion,
# k = e^2/(4 pi eps0), a = screening length, phi = ZBL screening function,
# release D = E(B) + E(Si) - E(K), electronic energies of separate/united atoms.
# Units: pm, keV, atomic mass unit; Hartree atomic units inside pyscf.
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq
from scipy.special import airy
from pyscf import gto, scf

Z_B, Z_SI = 5, 14
M_B, M_SI = 11.00931, 27.97693
E_lab = 100.0
k = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9      # eV nm = keV pm
strength = k * Z_B * Z_SI
bohr = sc.physical_constants["Bohr radius"][0] * 1e12
hartree = sc.physical_constants["Hartree energy in eV"][0] / 1e3
u_keV = sc.physical_constants[
    "atomic mass constant energy equivalent in MeV"][0] * 1e3
hbar_c = sc.hbar * sc.c / sc.e * 1e9             # keV pm

# ---------- relative motion and screened repulsion ----------
def relative_energy(energy, m1, m2):
    return energy * m2 / (m1 + m2)

E_cm = relative_energy(E_lab, M_B, M_SI)
r_bare = strength / E_cm
a = 0.88534 * bohr / (Z_B**0.23 + Z_SI**0.23)
coef = np.array([0.18175, 0.50986, 0.28022, 0.02817])
rate = np.array([3.19980, 0.94229, 0.40290, 0.20162])

def potential(r, length=a):
    return strength / r * np.dot(coef, np.exp(-rate * r / length))

def force(r, length=a):
    terms = coef * np.exp(-rate * r / length)
    return strength * (terms.sum() / r**2
                       + np.dot(rate, terms) / (r * length))

def turning_point(energy):
    return brentq(lambda r: potential(r) - energy, 0.01, 100.0, xtol=1e-12)

r_min = turning_point(E_cm)

# ---------- Newton's equations for both atoms, laboratory frame ----------
def closest_by_trajectory(length, start):
    v0 = np.sqrt(2 * E_lab / M_B)

    def motion(t, y):
        f = force(y[1] - y[0], length)
        return [y[2], y[3], -f / M_B, f / M_SI]

    def same_speed(t, y):
        return y[2] - y[3]
    same_speed.terminal = True
    same_speed.direction = -1
    run = solve_ivp(motion, (0, 3 * start / v0), [-start, 0.0, v0, 0.0],
                    method="DOP853", events=same_speed,
                    rtol=1e-10, atol=1e-10)
    assert len(run.y_events[0]) == 1
    y = run.y_events[0][0]
    kinetic = 0.5 * M_B * y[2]**2 + 0.5 * M_SI * y[3]**2
    return y[1] - y[0], kinetic

r_path, common_energy = closest_by_trajectory(a, 300.0)
r_path_bare, _ = closest_by_trajectory(1e12, 3e4)
assert abs(r_path / r_min - 1) < 1e-4
# the bare start at finite distance leaves a relative energy error near 5e-5
assert abs(r_path_bare / r_bare - 1) < 2e-4
assert abs(common_energy - (E_lab - E_cm)) < 0.01

# ---------- electronic energies by unrestricted Hartree-Fock ----------
basis = [[0, [0.02 * 2.5**i, 1.0]] for i in range(18)]
basis += [[1, [0.02 * 2.5**i, 1.0]] for i in range(15)]
basis += [[2, [20.0 * 3.0**i, 1.0]] for i in range(5)]

def solve_scf(mf, guess=None):
    mf.conv_tol = 1e-6
    mf.max_cycle = 100
    mf.kernel(dm0=guess)
    if not mf.converged:
        density = mf.make_rdm1()
        mf = mf.newton()
        mf.kernel(dm0=density)
    assert mf.converged
    return mf

def atom(symbol, spin):
    mol = gto.M(atom=symbol + " 0 0 0", basis={symbol: basis},
                spin=spin, verbose=0)
    return mol, solve_scf(scf.UHF(mol))

_, hf_B = atom("B", 1)
_, hf_Si = atom("Si", 2)
mol_K, hf_K = atom("K", 1)
E_separate = hf_B.e_tot + hf_Si.e_tot
release = (E_separate - hf_K.e_tot) * hartree
density_K = hf_K.make_rdm1()
kinetic_matrix = mol_K.intor("int1e_kin")
kinetic_K = np.einsum("sij,ji->", np.asarray(density_K), kinetic_matrix)
assert abs(kinetic_K / hf_K.e_tot + 1) < 1e-3    # virial theorem

def pair_electronic_energy(r_pm):
    """19 electrons around separate charges 5 and 14, no nuclear repulsion."""
    r = r_pm / bohr
    core = kinetic_matrix.copy()
    for charge, z in ((Z_B, Z_SI * r / 19), (Z_SI, -Z_B * r / 19)):
        with mol_K.with_rinv_origin((0.0, 0.0, z)):
            core = core - charge * mol_K.intor("int1e_rinv")
    mf = scf.UHF(mol_K)
    mf.get_hcore = lambda *args: core
    return solve_scf(mf, density_K).e_tot

r_bound = strength / (E_cm + release)
r_hf = r_min
for _ in range(3):
    E_pair = pair_electronic_energy(r_hf)
    assert hf_K.e_tot < E_pair < E_separate
    release_pair = (E_separate - E_pair) * hartree
    r_hf = strength / (E_cm + release_pair)
assert r_bound < r_hf < r_bare
assert abs(r_hf / r_min - 1) < 0.02

# ---------- nuclear radii and the ratio ----------
def radius(mass_number):
    return 1.2e-3 * mass_number**(1 / 3)         # pm

R_B, R_SI = radius(11), radius(28)
R_sum = R_B + R_SI
ratio = r_min / R_sum
assert ratio > 100 and r_bound / R_sum > 100
E_hundred = potential(100 * R_sum) * (M_B + M_SI) / M_SI
release_needed = strength / (100 * R_sum) - E_cm
r_check, = [turning_point(relative_energy(E_hundred, M_B, M_SI))]
assert abs(r_check / R_sum - 100) < 1e-6

# ---------- spherical nuclei: quadrature over two uniformly charged balls ----
nodes, weights = np.polynomial.legendre.leggauss(14)
s = (nodes + 1) / 2
ball_weight = 1.5 * s**2 * weights / 2           # with angular weight: sum 1
separation = 1.5 * R_sum
s2, c2 = s[:, None] * R_SI, nodes[None, :]
distance = np.sqrt(separation**2 + s2**2 + 2 * separation * s2 * c2)
s1, c1 = s[:, None] * R_B, nodes[None, :]
D4 = distance[:, :, None, None]
inverse = 1 / np.sqrt(D4**2 + s1**2 - 2 * D4 * s1 * c1)
mean_inverse = np.einsum("i,j,k,l,ijkl->", ball_weight, weights,
                         ball_weight, weights, inverse)
assert abs(mean_inverse * separation - 1) < 1e-6

# ---------- most elongated nuclei: explicit dumbbells on the axis ----------
shape = (R_B**2 + R_SI**2) / r_min**2
dumbbells = np.mean([r_min / (r_min + p * R_B + q * R_SI)
                     for p in (-1, 1) for q in (-1, 1)]) - 1
assert abs(dumbbells / shape - 1) < 1e-3
nuclear_log10 = -(r_min - R_sum) / 2e-3 / np.log(10)

# ---------- wave nature of the nuclear motion ----------
mu = M_B * M_SI / (M_B + M_SI) * u_keV
h2m = hbar_c**2 / (2 * mu)                       # keV pm^2
blur = (h2m / force(r_min))**(1 / 3)
r_inner = 100 * R_sum

def kappa_squared(r):
    return max(potential(r) - E_cm, 0.0) / h2m

damping = quad(lambda r: np.sqrt(kappa_squared(r)), r_inner, r_min)[0]
wave = solve_ivp(lambda r, y: [kappa_squared(r) - y[0]**2, y[0]],
                 (r_inner, r_min), [np.sqrt(kappa_squared(r_inner)), 0.0],
                 method="LSODA", rtol=1e-9, atol=1e-9)
log_slope, log_growth = wave.y[:, -1]
ai, ai_prime, _, _ = airy(0.0)
# the linear-force model is good to about blur/r_min, a few per cent
assert abs(log_slope * blur / (-ai_prime / ai) - 1) < 0.05
# the exponent omits a slowly varying prefactor of order one
assert abs(log_growth / damping - 1) < 0.05

# ---------- other neglected effects ----------
speed = np.sqrt(2 * E_lab / (M_B * u_keV)) * sc.c
thermal_speed = np.sqrt(sc.k * 300 / (M_SI * sc.atomic_mass))
thermal_change = 2 * thermal_speed / speed
neighbour = potential(235.0) * 1e3
loss_change = turning_point(E_cm - 1.0) / r_min - 1
E_iso = relative_energy(E_lab, 10.01294, 29.97377)
ratio_iso = turning_point(E_iso) / (radius(10) + radius(30))
assert ratio_iso > 100 and loss_change > 0

print(f"Boron laboratory energy: {E_lab:.0f} keV")
print(f"Atomic masses B-11, Si-28: {M_B:.3f}, {M_SI:.3f} u")
print(f"Coulomb constant k: {k:.5f} keV pm")
print(f"k Z1 Z2: {strength:.2f} keV pm")
print(f"Energy of relative motion: {E_cm:.2f} keV")
print(f"Common-motion energy at turning point: {common_energy:.2f} keV")
print(f"Bare-Coulomb closest approach: {r_bare:.4f} pm")
print(f"HF energy of B: {hf_B.e_tot:.2f} hartree")
print(f"HF energy of Si: {hf_Si.e_tot:.2f} hartree")
print(f"HF energy of K (united atom): {hf_K.e_tot:.2f} hartree")
print(f"Electronic energy release D: {release:.2f} keV")
print(f"Lower bound with HF value of D: {r_bound:.4f} pm")
print(f"HF release near turning point: {release_pair:.2f} keV")
print(f"HF ground-state turning point: {r_hf:.4f} pm")
print(f"ZBL screening length: {a:.2f} pm")
print(f"ZBL screening factor at turning point: {r_min/r_bare:.4f}")
print(f"ZBL closest approach: {r_min:.4f} pm = {r_min*1e3:.0f} fm")
print(f"Closest approach from trajectory: {r_path:.4f} pm")
print(f"Nuclear radius B-11: {R_B*1e3:.2f} fm")
print(f"Nuclear radius Si-28: {R_SI*1e3:.2f} fm")
print(f"Sum of nuclear radii: {R_sum*1e3:.2f} fm")
print(f"Ratio, bare Coulomb: {r_bare/R_sum:.0f}")
print(f"Ratio, lower bound: {r_bound/R_sum:.0f}")
print(f"Ratio, ZBL: {ratio:.0f}")
print(f"D needed to reduce ratio to 100: {release_needed:.1f} keV")
print(f"Laboratory energy where ZBL ratio is 100: {E_hundred:.0f} keV")
print(f"Two-ball test, separation / summed radii: {separation/R_sum:.1f}")
print(f"Two-ball relative deviation: {abs(mean_inverse*separation-1):.0e}")
print(f"Largest relative shape correction: {shape:.2e}")
print(f"Same as energy at turning point: {shape*strength/r_min*1e3:.2f} eV")
print(f"Nuclear-force factor, range 2 fm: 10^({nuclear_log10:.0f})")
print(f"Reduced de Broglie wavelength: {np.sqrt(h2m/E_cm)*1e3:.2f} fm")
print(f"Wave blur of turning point: {blur*1e3:.1f} fm")
print(f"Blur / closest approach: {100*blur/r_min:.1f} %")
print(f"Amplitude damping exponent to 100 R: {damping:.1f}")
print(f"Same from radial wave equation: {log_growth:.1f}")
print(f"Boron speed / light speed: {speed/sc.c:.5f}")
print(f"Thermal change of collision energy, 300 K: {100*thermal_change:.3f} %")
print(f"ZBL potential of neighbour at 0.235 nm: {neighbour:.2f} eV")
print(f"Distance increase for 1 keV loss: {100*loss_change:.2f} %")
print(f"Ratio for B-10 on Si-30: {ratio_iso:.0f}")
print("no test failed")
```

It prints:

```
Boron laboratory energy: 100 keV
Atomic masses B-11, Si-28: 11.009, 27.977 u
Coulomb constant k: 1.43996 keV pm
k Z1 Z2: 100.80 keV pm
Energy of relative motion: 71.76 keV
Common-motion energy at turning point: 28.24 keV
Bare-Coulomb closest approach: 1.4046 pm
HF energy of B: -24.53 hartree
HF energy of Si: -288.85 hartree
HF energy of K (united atom): -599.16 hartree
Electronic energy release D: 7.78 keV
Lower bound with HF value of D: 1.2673 pm
HF release near turning point: 7.42 keV
HF ground-state turning point: 1.2730 pm
ZBL screening length: 14.27 pm
ZBL screening factor at turning point: 0.9036
ZBL closest approach: 1.2693 pm = 1269 fm
Closest approach from trajectory: 1.2693 pm
Nuclear radius B-11: 2.67 fm
Nuclear radius Si-28: 3.64 fm
Sum of nuclear radii: 6.31 fm
Ratio, bare Coulomb: 223
Ratio, lower bound: 201
Ratio, ZBL: 201
D needed to reduce ratio to 100: 87.9 keV
Laboratory energy where ZBL ratio is 100: 211 keV
Two-ball test, separation / summed radii: 1.5
Two-ball relative deviation: 6e-14
Largest relative shape correction: 1.27e-05
Same as energy at turning point: 1.01 eV
Nuclear-force factor, range 2 fm: 10^(-274)
Reduced de Broglie wavelength: 6.07 fm
Wave blur of turning point: 34.9 fm
Blur / closest approach: 2.8 %
Amplitude damping exponent to 100 R: 63.2
Same from radial wave equation: 64.3
Boron speed / light speed: 0.00442
Thermal change of collision energy, 300 K: 0.045 %
ZBL potential of neighbour at 0.235 nm: 0.59 eV
Distance increase for 1 keV loss: 1.29 %
Ratio for B-10 on Si-30: 193
no test failed
```
